# Why radiation trapping is not diffusion: escape through the line wings: a numerical check

```python
"""
Radiation trapping with complete frequency redistribution is not diffusion.

Result under test: the slowest mode of a slab of thickness L decays at g*A with
  Doppler line:  g -> C_D / (tau*sqrt(pi*ln(tau/2))),  C_D = (pi/2)*Lambda_1
  Lorentz line:  g -> C_L / sqrt(pi*tau),              C_L = (2*sqrt(pi)/3)*Lambda_half
whereas diffusion gives g proportional to 1/tau**2.
Symbols: tau = k0*L, k0 = absorption coefficient at line centre, A = spontaneous
decay rate, Lambda_alpha = lowest eigenvalue of |q|**alpha restricted to (-1, 1).
x = detuning in units of the Doppler 1/e half width or the Lorentz half width.
Lengths are in units of 1/k0 except in the worked example (SI).
A "line" is a pair (p, k): emission probabilities and absorption coefficients
on a set of frequency nodes.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, toeplitz
from scipy.special import (expn, gamma, i0e, roots_jacobi, eval_jacobi,
                           factorial)

EULER = np.euler_gamma


def doppler_line(x_max=7.0, step=0.025):
    x = np.arange(0.0, x_max, step)
    weight = np.full(x.size, 2 * step)
    weight[0] = step
    k = np.exp(-x**2)
    return weight * k / np.sqrt(np.pi), k


def lorentz_line(u_max=18.0, step=0.05):
    # detuning x = sinh(u), so 1 + x**2 = cosh(u)**2
    u = np.arange(0.0, u_max, step)
    weight = np.full(u.size, 2 * step)
    weight[0] = step
    return weight / (np.pi * np.cosh(u)), 1 / np.cosh(u)**2


def transmission(line, distance):
    p, k = line
    return np.exp(-np.outer(np.atleast_1d(distance), k)) @ p


def even_block(column):
    """Even-parity block of a symmetric Toeplitz matrix of even size."""
    matrix = toeplitz(column)
    half = len(column) // 2
    return matrix[:half, :half] + matrix[:half, half:][:, ::-1]


def double_integral_e1(y):
    """Second antiderivative of E1, with zero value and slope at y = 0."""
    small = y < 1e-2
    ys = np.where(small, y, 1e-2)
    yl = np.where(small, 1.0, y)
    series = (ys**2 / 2 * (1.5 - EULER - np.log(ys)) + ys**3 / 6
              - ys**4 / 48 + ys**5 / 360)
    return np.where(small, series, expn(3, yl) - 0.5 + yl)


def slab_g(line, tau, cells=1600):
    """Escape factor from the spatial kernel on equal cells."""
    p, k = line
    h = tau / cells
    distance = h * np.arange(1, cells + 1)
    F = np.zeros(cells + 1)
    F[1:] = 0.5 * double_integral_e1(np.outer(distance, k)) @ (p / k)
    column = np.empty(cells)
    column[0] = 2 * F[1] / h
    column[1:] = (F[2:] - 2 * F[1:-1] + F[:-2]) / h
    block = even_block(column)
    n = block.shape[0]
    top = eigh(block, eigvals_only=True, subset_by_index=[n - 1, n - 1])[0]
    return 1 - top


def slab_g_extrapolated(line, tau):
    # the cell error is close to linear in cell size for these kernels
    return 2 * slab_g(line, tau, 1600) - slab_g(line, tau, 800)


def restricted_ground(alpha):
    """Lowest eigenvalue of |q|**alpha on (-1,1) in a weighted Jacobi basis."""
    orders = np.arange(0, 18, 2)
    b = alpha / 2
    t, w = roots_jacobi(60, alpha, alpha)
    P = np.array([eval_jacobi(n, b, b, t) for n in orders])
    overlap = (P * w) @ P.T
    t, w = roots_jacobi(60, b, b)
    P = np.array([eval_jacobi(n, b, b, t) for n in orders])
    norm = (P**2) @ w
    operator = np.diag(gamma(orders + alpha + 1) / factorial(orders) * norm)
    return eigh(operator, overlap, eigvals_only=True)[0]


def close(value, reference, tolerance):
    return abs(value / reference - 1) < tolerance


doppler, lorentz = doppler_line(), lorentz_line()
assert close(doppler[0].sum(), 1, 1e-10) and close(lorentz[0].sum(), 1, 1e-6)

# --- transmission averaged over the emitted line ---
for a in (0.5, 10.0, 1000.0):
    assert close(transmission(lorentz, a)[0], i0e(a / 2), 1e-5)
a_far = 1e6
T_D, T_L = transmission(doppler, a_far)[0], transmission(lorentz, a_far)[0]
log_a = np.log(a_far)
# the neglected Doppler terms are of order 1/ln(a)**2
assert close(T_D, (1 - EULER / (2 * log_a)) / (a_far * np.sqrt(np.pi * log_a)),
             0.01)
assert close(T_L, 1 / np.sqrt(np.pi * a_far), 1e-3)

# --- fractional moments from the transmission, against closed forms ---
q_D, q_L = 0.5, 0.25
s = np.arange(-60, 60, 0.1)
moment_D = 0.1 * np.sum(q_D * np.exp(q_D * s)
                        * transmission(doppler_line(12, 0.01), np.exp(s)))
s = np.arange(-120, 120, 0.1)
moment_L = 0.1 * np.sum(q_L * np.exp(q_L * s) * i0e(np.exp(s) / 2))
assert close(moment_D, gamma(1 + q_D) / np.sqrt(1 - q_D), 1e-5)
assert close(moment_L, gamma(1 + q_L) * gamma(0.5 - q_L)
             / (np.sqrt(np.pi) * gamma(1 - q_L)), 1e-5)

# --- mean of min(step, R): grows without limit ---
cutoffs = np.array([1e2, 1e4, 1e6])


def capped_mean(line, R):
    p, k = line
    return np.sum(p / k * -np.expm1(-k * R))


mean_D = np.array([capped_mean(doppler, R) for R in cutoffs])
mean_L = np.array([capped_mean(lorentz, R) for R in cutoffs])
assert close(mean_D[-1], 2 * np.sqrt((np.log(cutoffs[-1]) + EULER) / np.pi),
             0.003)
assert close(mean_L[-1], 2 * np.sqrt(cutoffs[-1] / np.pi), 0.005)


# --- small-wavenumber symbol 1 - K(q) ---
def symbol(line, q):
    p, k = line
    ratio = q / k
    return np.sum(p * (1 - np.arctan(ratio) / ratio))


q_small = 1e-6
log_q = np.log(1 / q_small)
assert close(symbol(lorentz, 1e-4), np.sqrt(2) / 3 * 1e-2, 0.005)
assert close(symbol(doppler, q_small), np.pi / 4 * q_small
             * (1 - 1 / (4 * log_q)) / np.sqrt(np.pi * log_q), 0.01)

# --- constants of the two escape laws ---
ground_1, ground_half = restricted_ground(1.0), restricted_ground(0.5)
# independent lattice operator with symbol 2*|sin(q/2)|
sites = 1600
m = np.arange(sites)
lattice = even_block(-4 / (np.pi * (4.0 * m**2 - 1)))
lattice_ground = eigh(lattice, eigvals_only=True, subset_by_index=[0, 0])[0]
lattice_ground *= (sites + 1) / 2
assert close(lattice_ground, ground_1, 0.005)
C_D = np.pi / 2 * ground_1
C_L = 2 * np.sqrt(np.pi) / 3 * ground_half


def law_D(tau):
    return C_D / (tau * np.sqrt(np.pi * np.log(tau / 2)))


def law_L(tau):
    return C_L / np.sqrt(np.pi * tau)


depths = np.array([1e2, 1e3, 1e4])
g_D = np.array([slab_g_extrapolated(doppler, tau) for tau in depths])
g_L = np.array([slab_g_extrapolated(lorentz, tau) for tau in depths])
# Doppler corrections fall only as inverse powers of ln(tau)
assert close(g_D[-1], law_D(depths[-1]), 0.06)
assert close(g_L[-1], law_L(depths[-1]), 0.01)
slope_D = np.log10(g_D[-1] / g_D[-2])
slope_L = np.log10(g_L[-1] / g_L[-2])
assert abs(slope_L + 0.5) < 0.01 and -1.15 < slope_D < -1.0

# --- diffusion returns for one frequency, and for a line without wings ---
single = (np.array([1.0]), np.array([1.0]))
g_single = slab_g(single, 100.0)
# boundary layers of about one mean free path shift these by order 1/tau
assert close(g_single, np.pi**2 / (3 * 100.0**2), 0.04)
nodes, weights = np.polynomial.legendre.leggauss(60)
x_cut = 2.0
k_core = 1 / (1 + (x_cut * nodes)**2)
p_core = weights * k_core
core = (p_core / p_core.sum(), k_core)
g_core_200, g_core_400 = slab_g(core, 200.0), slab_g(core, 400.0)
mean_inverse_k2 = np.sum(core[0] / core[1]**2)
g_core_diffusion = np.pi**2 * mean_inverse_k2 / (3 * 400.0**2)
slope_core = np.log2(g_core_400 / g_core_200)
assert close(g_core_400, g_core_diffusion, 0.05)
assert abs(slope_core + 2) < 0.08
g_full_400 = slab_g_extrapolated(lorentz, 400.0)
assert g_full_400 > 100 * g_core_400

# --- worked example: round model parameters, J=0 to J=1 line ---
wavelength, A, density = 500e-9, 1e6, 3e20
mass, temperature, thickness = 100 * const.atomic_mass, 500.0, 0.1
collision_hwhm = 5e9
weight_ratio = 3
line_strength = weight_ratio * wavelength**2 * density * A / (8 * np.pi)
# the same strength from the polarizability of one dipole component
omega = 2 * np.pi * const.c / wavelength
dipole2 = A * 3 * np.pi * const.epsilon_0 * const.hbar * const.c**3 / omega**3
half_width = 2 * np.pi * collision_hwhm
peak = omega * dipole2 / (const.c * const.epsilon_0 * const.hbar * half_width)
area = quad(lambda y: (1 / (1 - 1j * y)).real, -np.inf, np.inf)[0]
assert close(density * peak * area * collision_hwhm, line_strength, 1e-6)

speed = np.sqrt(2 * const.k * temperature / mass)
doppler_width = speed / wavelength
k0_D = line_strength / (np.sqrt(np.pi) * doppler_width)
k0_L = line_strength / (np.pi * collision_hwhm)
tau_D, tau_L = k0_D * thickness, k0_L * thickness
ex_D = slab_g_extrapolated(doppler, tau_D)
ex_L = slab_g_extrapolated(lorentz, tau_L)
diff_D, diff_L = (np.pi**2 / (3 * tau**2) for tau in (tau_D, tau_L))
voigt = A / (4 * np.pi) / doppler_width
x2_edge = np.log(tau_D / 2)
wing_ratio = voigt / (np.sqrt(np.pi) * x2_edge) * np.exp(x2_edge)
reduced_density = density * (wavelength / (2 * np.pi))**3
assert wing_ratio < 0.05 and collision_hwhm > 5 * doppler_width

# --- random walk sampled from frequencies and free paths ---
rng = np.random.default_rng(7)
position = tau_L * rng.random(600000)
flights = escapes = 0
for flight in range(60):
    size = position.size
    path = (1 + rng.standard_cauchy(size)**2) * rng.exponential(size=size)
    position = position + rng.uniform(-1, 1, size) * path
    position = position[(position > 0) & (position < tau_L)]
    if flight >= 25:                      # higher modes have died out
        flights += size
        escapes += size - position.size
g_walk = escapes / flights
assert close(g_walk, ex_L, 0.025)         # statistical error below one percent

print(f"Transmission at k0*r=1e6, Doppler: {T_D:.3e}; Lorentz: {T_L:.3e}")
print(f"Moment q=0.50, Doppler [k0^-q]: {moment_D:.4f}")
print(f"Moment q=0.25, Lorentz [k0^-q]: {moment_L:.4f}")
for R, d, l in zip(cutoffs, mean_D, mean_L):
    print(f"Mean of min(step,R) [1/k0], k0*R={R:.0e}: "
          f"Doppler {d:.3f}, Lorentz {l:.2f}")
print(f"Lambda_1: {ground_1:.5f} (lattice check {lattice_ground:.4f})")
print(f"Lambda_half: {ground_half:.5f}")
print(f"Escape constants: C_D = {C_D:.4f}, C_L = {C_L:.4f}")
for tau, d, l in zip(depths, g_D, g_L):
    print(f"k0*L={tau:.0e}: Doppler g={d:.3e} (law {law_D(tau):.3e}), "
          f"Lorentz g={l:.3e} (law {law_L(tau):.3e})")
print(f"Log slope of g, k0*L 1e3 to 1e4: Doppler {slope_D:.3f}, "
      f"Lorentz {slope_L:.3f}")
print(f"Single frequency, k0*L=100: g={g_single:.3e}, "
      f"diffusion {np.pi**2 / 3e4:.3e}")
print(f"Lorentz cut at |x|=2: mean k^-2 = {mean_inverse_k2:.3f} k0^-2")
print(f"Cut line, k0*L=400: g={g_core_400:.3e}, "
      f"diffusion {g_core_diffusion:.3e}")
print(f"Cut line log slope, k0*L 200 to 400: {slope_core:.3f}")
print(f"Full Lorentz line, k0*L=400: g={g_full_400:.3e}")
print(f"Ratio full/cut: {g_full_400 / g_core_400:.0f}")
print(f"Wavelength: {wavelength * 1e9:.0f} nm; A: {A:.1e} s^-1; "
      f"g2/g1: {weight_ratio}")
print(f"Density: {density:.1e} m^-3; thickness: {thickness:.2f} m")
print(f"Mass: {mass / const.atomic_mass:.0f} u; "
      f"temperature: {temperature:.0f} K")
print(f"Thermal speed sqrt(2kT/m): {speed:.1f} m/s")
print(f"Line strength, integral of k over frequency: "
      f"{line_strength:.4e} m^-1 Hz")
print(f"Doppler 1/e half width: {doppler_width / 1e9:.4f} GHz")
print(f"Collisional half width: {collision_hwhm / 1e9:.1f} GHz")
print(f"k0 Doppler: {k0_D:.1f} m^-1; k0 Lorentz: {k0_L:.1f} m^-1")
print(f"k0*L Doppler: {tau_D:.1f}; k0*L Lorentz: {tau_L:.2f}")
print(f"Natural half width / Doppler width: {voigt:.2e}")
print(f"Natural wing / Doppler profile at escape edge: {wing_ratio:.2e}")
print(f"Atoms per cubic reduced wavelength: {reduced_density:.3f}")
print(f"g Doppler: {ex_D:.4e} (law {law_D(tau_D):.4e})")
print(f"g Lorentz: {ex_L:.4e} (law {law_L(tau_L):.4e})")
print(f"g Lorentz from random walk: {g_walk:.4e}")
print(f"Free-atom lifetime: {1e6 / A:.2f} microseconds")
print(f"Trapped lifetime, Doppler: {1e6 / (ex_D * A):.1f} microseconds")
print(f"Trapped lifetime, Lorentz: {1e6 / (ex_L * A):.2f} microseconds")
print(f"Line-centre diffusion, Doppler k0: "
      f"{1e6 / (diff_D * A):.3e} microseconds")
print(f"Line-centre diffusion, Lorentz k0: "
      f"{1e6 / (diff_L * A):.1f} microseconds")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Transmission at k0*r=1e6, Doppler: 1.491e-07; Lorentz: 5.642e-04
Moment q=0.50, Doppler [k0^-q]: 1.2533
Moment q=0.25, Lorentz [k0^-q]: 1.5130
Mean of min(step,R) [1/k0], k0*R=1e+02: Doppler 2.550, Lorentz 11.26
Mean of min(step,R) [1/k0], k0*R=1e+04: Doppler 3.523, Lorentz 112.83
Mean of min(step,R) [1/k0], k0*R=1e+06: Doppler 4.277, Lorentz 1128.36
Lambda_1: 1.15777 (lattice check 1.1581)
Lambda_half: 0.97017
Escape constants: C_D = 1.8186, C_L = 1.1464
k0*L=1e+02: Doppler g=5.639e-03 (law 5.188e-03), Lorentz g=6.530e-02 (law 6.468e-02)
k0*L=1e+03: Doppler g=4.294e-04 (law 4.116e-04), Lorentz g=2.048e-02 (law 2.045e-02)
k0*L=1e+04: Doppler g=3.584e-05 (law 3.516e-05), Lorentz g=6.468e-03 (law 6.468e-03)
Log slope of g, k0*L 1e3 to 1e4: Doppler -1.079, Lorentz -0.500
Single frequency, k0*L=100: g=3.200e-04, diffusion 3.290e-04
Lorentz cut at |x|=2: mean k^-2 = 4.215 k0^-2
Cut line, k0*L=400: g=8.531e-05, diffusion 8.667e-05
Cut line log slope, k0*L 200 to 400: -1.967
Full Lorentz line, k0*L=400: g=3.243e-02
Ratio full/cut: 380
Wavelength: 500 nm; A: 1.0e+06 s^-1; g2/g1: 3
Density: 3.0e+20 m^-3; thickness: 0.10 m
Mass: 100 u; temperature: 500 K
Thermal speed sqrt(2kT/m): 288.3 m/s
Line strength, integral of k over frequency: 8.9525e+12 m^-1 Hz
Doppler 1/e half width: 0.5767 GHz
Collisional half width: 5.0 GHz
k0 Doppler: 8758.3 m^-1; k0 Lorentz: 569.9 m^-1
k0*L Doppler: 875.8; k0*L Lorentz: 56.99
Natural half width / Doppler width: 1.38e-04
Natural wing / Doppler profile at escape edge: 5.61e-03
Atoms per cubic reduced wavelength: 0.151
g Doppler: 4.9659e-04 (law 4.7503e-04)
g Lorentz: 8.6998e-02 (law 8.5673e-02)
g Lorentz from random walk: 8.7331e-02
Free-atom lifetime: 1.00 microseconds
Trapped lifetime, Doppler: 2013.7 microseconds
Trapped lifetime, Lorentz: 11.49 microseconds
Line-centre diffusion, Doppler k0: 2.332e+05 microseconds
Line-centre diffusion, Lorentz k0: 987.3 microseconds
ALL CHECKS PASSED
```
